# Velocity Mismatch and the Frequency Response of a Travelling-Wave Electro-Optic Modulator

A waveguide in an electro-optic film runs between uniform electrodes from $z=0$ to $z=L$. Light and a microwave enter together at $z=0$ and travel towards $+z$. The voltage changes the optical refractive index and so writes a phase on the light. The task is to find how that phase depends on the microwave frequency.

The electrodes form a lossless line with microwave index $n_m$, constant over the band, and real characteristic impedance $Z_0$. The line is matched: its load resistance equals $Z_0$. This is a statement about impedance and does not require the microwave and the light to have equal velocities. The optical guide is lossless and has no end reflections. Its electro-optic response is linear and instantaneous, and a static voltage $V$ adds the phase $\kappa VL$. The static half-wave voltage, which gives a phase $\pi$, is therefore $V_\pi=\pi/(\kappa L)$.

The numerical example uses round model parameters: $L=20$ mm, $n_m=2.40$, optical group index $n_g=2.25$, optical phase index $n_p=1.90$, $Z_0=50\ \Omega$, $V_\pi=2$ V and optical wavelength 1550 nm. Laboratory units are used because atomic units would be unnatural for this device.

## (a) What voltage wave travels on the line?

*Find the voltage for a general load, then impose the matched condition.*

**Solution.** Let $L_1$ and $C_1$ be the inductance and capacitance per unit length. The voltage drop along an element comes from its inductance, and the loss of current from charging its capacitance:

$$
\partial_z V=-L_1\partial_t I,\qquad \partial_z I=-C_1\partial_t V .
$$

Differentiate the first equation with respect to $z$ and insert the second:

$$
\partial_z^2V=-L_1\partial_t(\partial_zI)=L_1C_1\,\partial_t^2V .
$$

The wave speed is $1/\sqrt{L_1C_1}=c/n_m$, and the general solution is

$$
V=F\!\left(t-\frac{n_mz}{c}\right)+G\!\left(t+\frac{n_mz}{c}\right).
$$

The current that satisfies both line equations is $I=(F-G)/Z_0$, with $Z_0=\sqrt{L_1/C_1}$. Indeed, its $z$ derivative is $-(n_m/cZ_0)(F'+G')$, and $n_m/(cZ_0)=\sqrt{L_1C_1}\sqrt{C_1/L_1}=C_1$. A possible constant current is included by adding a constant to $F$ and subtracting it from $G$.

At the load, $V=R_LI$. Hence

$$
F+G=\frac{R_L}{Z_0}(F-G)
\quad\Rightarrow\quad
G=\Gamma F,\qquad
\Gamma=\frac{R_L-Z_0}{R_L+Z_0}\qquad(z=L).
$$

For $R_L=Z_0$ the backward wave vanishes and $V(z,t)=F(t-n_mz/c)$.

At the input, a source voltage $V_s$ with series resistance $R_s$ gives $V_s-R_sF/Z_0=F$, or

$$
F=\frac{Z_0}{R_s+Z_0}V_s .
$$

This factor is independent of frequency. A resistive source mismatch therefore changes the launched voltage but not the response relative to its static value, provided that the load is matched.

## (b) What phase does a slice of light collect?

*Derive the propagation equation for the optical envelope and solve it for an arbitrary voltage.*

**Solution.** Write the optical field as the real part of $A(z,t)e^{i(\beta_0z-\omega_0t)}$, where $\beta_0=\beta(\omega_0)$. An undriven component of frequency $\omega_0+\nu$ has spatial phase $\beta(\omega_0+\nu)z$. Its part of the envelope thus varies as

$$
\exp\{i[\beta(\omega_0+\nu)-\beta_0]z-i\nu t\}.
$$

Expand the bracket about the carrier:

$$
\beta(\omega_0+\nu)-\beta_0=\beta_1\nu+\tfrac12\beta_2\nu^2+\cdots,
\qquad
\beta_1=\left.\frac{d\beta}{d\omega}\right|_{\omega_0}=\frac{n_g}{c}.
$$

The carrier phase $\beta_0z$ has cancelled, which is why the first derivative of $\beta$ governs the motion of the envelope. Since $\beta=\omega n_p/c$, its derivative gives $n_g=n_p+\omega\,dn_p/d\omega$.

For the factor $e^{-i\nu t}$, multiplication by $\nu$ is the same as $i\partial_t$. Keeping the linear term gives $\partial_zA=i\beta_1(i\partial_t)A=-\beta_1\partial_tA$. An electrode element $dz$ adds the phase $\kappa V\,dz$, so the driven equation is

$$
\partial_zA+\frac{n_g}{c}\partial_tA=i\kappa V(z,t)A .
$$

Here $\kappa$ is taken equal for all sidebands, and scattering into backward light is neglected. Dropping the quadratic term requires $|\beta_2|\Omega^2L/2\ll1$ for the first sidebands at modulation frequency $\Omega$. For sideband order $m$ this phase is multiplied by $m^2$.

Follow the slice that leaves at time $t$. When it was at $z$, the time was $t_z=t-(L-z)n_g/c$. Along this path $dt_z/dz=n_g/c$, so the left side of the driven equation is the total derivative $dA/dz$:

$$
\frac{dA}{dz}=i\kappa V(z,t_z)A .
$$

Integration gives $A(L,t)=A(0,t-Ln_g/c)e^{i\phi(t)}$, with

$$
\phi(t)=\kappa\int_0^LV\!\left(z,t-\frac{(L-z)n_g}{c}\right)dz .
$$

## (c) What does a velocity difference do to an arbitrary signal?

*Insert the matched wave and interpret the integral in time. Apply the result to a short Gaussian pulse.*

**Solution.** The argument of $F$ at the position of the slice is

$$
s=t-\frac{(L-z)n_g}{c}-\frac{n_mz}{c}
=t-\frac{Ln_g}{c}-\frac{(n_m-n_g)z}{c}.
$$

Take first $n_m>n_g$. Then $dz=-c\,ds/(n_m-n_g)$, and $s$ falls from $t-Ln_g/c$ to $t-Ln_m/c$ as $z$ rises from 0 to $L$. Reversing the limits removes the minus sign:

$$
\phi(t)=\frac{\kappa L}{T_w}
\int_{t-Ln_m/c}^{t-Ln_g/c}F(s)\,ds,
\qquad
T_w=\frac{L|n_m-n_g|}{c}.
$$

For $n_m<n_g$ the lower and upper limits change places, and the result is the same average over a window of length $T_w$. The light slips through this much of the microwave signal while it crosses the device. A voltage step becomes a linear phase ramp of duration $T_w$. For equal velocities $s$ does not depend on $z$, and the phase is $\kappa L F(t-Ln_g/c)$, a delayed copy of the voltage.

In the example the microwave takes 160.111 ps and the light 150.104 ps, so

$$
T_w=160.111-150.104=10.007\ \mathrm{ps}.
$$

Now let $F$ be a Gaussian of unit peak and standard deviation $\sigma=2$ ps. The time derivative of the average is proportional to the difference between the values of $F$ at the two window ends. It vanishes when the window is centred on the pulse, and the peak is

$$
\frac1{T_w}\int_{-T_w/2}^{T_w/2}e^{-s^2/(2\sigma^2)}ds
=\frac{\sigma\sqrt{2\pi}}{T_w}\,
\operatorname{erf}\!\left(\frac{T_w}{2\sqrt2\,\sigma}\right)=0.495 .
$$

The phase peak is about half of what a static voltage of the same height would give. A time-domain simulation of the line, sampled along the paths of light slices, gives the same value to three digits.

## (d) What is the sinusoidal response?

*Find the complex phase response relative to the static response. Identify its envelope and its delay, and examine the special case of equal velocities and the effect of microwave loss.*

**Solution.** Let $F(t)=\operatorname{Re}[V_1e^{-i\Omega t}]$ and $\phi(t)=\operatorname{Re}[\Phi e^{-i\Omega t}]$, where $\Omega=2\pi f$. With the argument $s$ from part (c),

$$
\Phi=\kappa V_1e^{i\Omega Ln_g/c}\int_0^Le^{iqz}\,dz,
\qquad q=\frac{\Omega(n_m-n_g)}{c}.
$$

Set $x=qL/2$. Taking out the phase at the midpoint gives

$$
\int_0^Le^{iqz}dz=\frac{e^{iqL}-1}{iq}
=e^{iqL/2}\frac{2i\sin(qL/2)}{iq}
=Le^{ix}\frac{\sin x}{x}.
$$

The total prefactor phase is

$$
\frac{\Omega Ln_g}{c}+\frac{\Omega L(n_m-n_g)}{2c}
=\frac{\Omega L(n_m+n_g)}{2c}.
$$

The static phase amplitude is $\kappa V_1L$. Division by it yields

$$
\boxed{H(f)=\frac{\Phi}{\kappa V_1L}
=e^{i\Omega L(n_m+n_g)/(2c)}\,\frac{\sin x}{x},
\qquad
x=\frac{\Omega L(n_m-n_g)}{2c}.}
$$

The exponential is a pure delay equal to the mean of the two transit times. The velocity mismatch produces the sinc factor $\operatorname{sinc}x=\sin x/x$, whose magnitude is the amplitude response. It is an envelope in frequency: at one fixed frequency the phase is still a sinusoid in time.

The sinc is even in $x$, so at a given frequency and length the amplitude response depends only on the size of $n_m-n_g$, not on which wave is faster. For small mismatch, $\sin x/x\approx1-x^2/6$. For equal velocities it is 1 at every frequency within the model. The test at 100 GHz with equal indices gives 1.00001 on a discretized line.

At $|x|=\pi$ the light slips through one full microwave period. Positive and negative phase contributions cancel, and the response is zero. The sinc changes sign there.

Loss alters this cancellation. If the microwave amplitude falls as $e^{-\alpha z}$, the integral becomes

$$
\int_0^Le^{(iq-\alpha)z}dz=\frac{e^{(iq-\alpha)L}-1}{iq-\alpha}.
$$

At $|q|L=2\pi$ its numerator is $e^{-\alpha L}-1$, which is not zero for $\alpha>0$. The early part of the electrode then contributes more strongly than the late part, and the null is filled. The sinc law is thus a result for the lossless line. Conductor loss in real electrodes grows roughly as $\sqrt f$ and so also lowers the response relative to the static value. For equal velocities the integral divided by $L$ has magnitude $(1-e^{-\alpha L})/(\alpha L)$, which falls to $1/\sqrt2$ at $\alpha L\approx0.74$, a total line loss of 6.4 dB. For the example device, a loss of 0.4 dB/cm times $\sqrt{f/\mathrm{GHz}}$ inserted in the integral lowers the half-power frequency of part (e) from 44 GHz to about 27 GHz.

## (e) What is the intensity bandwidth?

*Place the phase modulator in a Mach–Zehnder interferometer biased at half transmission. Find when its intensity response follows $H$, and calculate the first null and the electrical half-power frequency.*

**Solution.** Let the two arms contribute equal fields, with relative phase $\phi-\pi/2$. Here $V_\pi$ refers to this relative phase. The output power relative to its maximum $P_0$ is

$$
\frac{P}{P_0}=\left|\frac{1+e^{i(\phi-\pi/2)}}{2}\right|^2
=\frac{1+\cos(\phi-\pi/2)}2=\frac{1+\sin\phi}{2}.
$$

For $\phi=\phi_m\cos\theta$, the Bessel expansion $\sin(\phi_m\cos\theta)=2J_1(\phi_m)\cos\theta-2J_3(\phi_m)\cos3\theta+\cdots$ gives a fundamental power amplitude $P_0J_1(\phi_m)$. Since $J_1(u)=u/2-u^3/16+\cdots$, a small drive gives $P_0\phi_m/2$. The intensity response is then proportional to the phase response.

The leading correction can be found from the same series. Let $r=|\operatorname{sinc}x|$, and let $\phi_0$ be the static phase amplitude. Then

$$
\frac{J_1(r\phi_0)}{J_1(\phi_0)}
\approx r\,\frac{1-r^2\phi_0^2/8}{1-\phi_0^2/8}
\approx r\left[1+\frac{(1-r^2)\phi_0^2}{8}\right].
$$

For a 0.10 V amplitude, $\phi_0=\pi(0.10/2)=0.157$ rad. At 40 GHz, $r=0.7565$, and the bracket is 1.0013. The predicted ratio is 0.7575, in agreement with the computed 0.75751. The ratio lies slightly above the sinc because the static reference is compressed more than the smaller dynamic phase.

In terms of the walk-off time, $|x|=\pi fT_w$. The nulls are at $f=m/T_w$ for $m=1,2,\ldots$, and the first is

$$
f_{\mathrm{null}}=\frac1{10.007\ \mathrm{ps}}=99.93\ \mathrm{GHz}.
$$

A detector with a flat response produces a current proportional to optical power. Its electrical signal power is proportional to $|H|^2$ at small drive. Half power requires $\sin x/x=1/\sqrt2$, whose first positive solution is $x_3=1.39156$. Therefore

$$
f_{3\mathrm{dB}}=\frac{x_3}{\pi T_w}
=\frac{1.39156}{\pi(10.007\ \mathrm{ps})}=44.26\ \mathrm{GHz}.
$$

A direct solution of a discrete inductor–capacitor line gives the same value to these digits.

At 40 GHz, $x=\pi(0.0400\ \mathrm{ps}^{-1})(10.007\ \mathrm{ps})=1.2575$, so $|H|=\sin(1.2575)/1.2575=0.7565$. The electrical level is $20\log_{10}(0.7565)=-2.42$ dB. The drive amplitude needed for a phase amplitude $\pi$ rises from 2 V to $2/0.7565=2.64$ V. At 120 GHz, beyond the first null, the response has returned to 0.156 with reversed sign.

## (f) When does a longer electrode stop helping?

*Keep $\kappa$ and the drive amplitude fixed. Find the length that first maximizes the phase at a given frequency, and relate bandwidth to half-wave voltage.*

**Solution.** Let $V_1$ be real and positive. The phase amplitude is

$$
|\Phi|=\kappa V_1L\left|\frac{\sin x}{x}\right|
=\frac{\kappa V_1c}{\pi f|n_m-n_g|}\,|\sin x|,
$$

because $|x|=\pi fL|n_m-n_g|/c$. The prefactor no longer contains $L$. The first maximum is at $|x|=\pi/2$, or

$$
L_c=\frac{c}{2f|n_m-n_g|}.
$$

At 50 GHz this is 19.99 mm, nearly the length of the example device. A numerical search over electrode lengths gives 19.985 mm. Beyond $L_c$, the light has slipped by more than half a microwave period, and the next sections reduce the accumulated phase amplitude until it vanishes at $2L_c$. It returns to the same maximum at $3L_c$ and never exceeds it.

Increasing $L$ also lowers the bandwidth. Combining $f_{3\mathrm{dB}}$ with $V_\pi=\pi/(\kappa L)$ gives

$$
\frac{f_{3\mathrm{dB}}}{V_\pi}
=\frac{x_3c}{\pi L|n_m-n_g|}\frac{\kappa L}{\pi}
=\frac{x_3\kappa c}{\pi^2|n_m-n_g|}.
$$

Length cancels. In this lossless model, a longer device trades bandwidth for a lower static half-wave voltage; a better velocity match or a larger $\kappa$ improves their ratio. With a microwave loss that rises with frequency, length no longer cancels: the ratio falls as $L$ grows, and once loss sets the bandwidth a better velocity match gains little.

## (g) Can the optical phase index replace the group index?

*Describe the driven light by its sidebands and use their spectrum to decide.*

**Solution.** Let $V_1$ be real and write the optical field as a sum of components

$$
c_m(z)\exp\!\left[i\left(\beta_0+\frac{m\Omega n_m}{c}\right)z-i(\omega_0+m\Omega)t\right].
$$

The voltage is half the sum of two exponentials, $e^{i(\Omega n_mz/c-\Omega t)}$ and its conjugate. The first raises the sideband order by one, and the second lowers it by one. Matching equal frequencies gives

$$
\frac{dc_m}{dz}=i\Delta_mc_m+\frac{i\kappa V_1}{2}(c_{m-1}+c_{m+1}),
$$

$$
\Delta_m=\beta(\omega_0+m\Omega)-\beta_0-\frac{m\Omega n_m}{c}
\approx-\frac{m\Omega(n_m-n_g)}{c}.
$$

The difference between propagation constants brings in $n_g$. The phase index would suffice if $dn_p/d\omega=0$, for then $n_g=n_p$.

The solution in part (d) also predicts the sideband amplitudes. Since $e^{i\phi_m\cos\theta}=\sum_m i^mJ_m(\phi_m)e^{im\theta}$, they are $|J_m(\phi_m)|$ relative to the input field, with $\phi_m=\kappa V_1L|\operatorname{sinc}x|$. Without quadratic dispersion this holds for a large phase amplitude as well as a small one. A large amplitude populates orders up to about $|m|\approx\phi_m$, so the condition of part (b) must then hold with the factor $m^2$.

For a 1 V amplitude, the static phase amplitude is $\pi/2$. At 40 GHz, $\phi_m=1.5708(0.7565)=1.188$ rad, and the first sideband has relative amplitude $J_1(1.188)=0.495$. Using $n_p$ instead of $n_g$ would predict 0.160. A numerical solution of the coupled equations, with an optical phase index that varies linearly with frequency, gives 0.495 and so selects the group index.

For this linear index law, the neglected quadratic dispersion phase of the first sideband is $1.2\times10^{-3}$ rad. The values of $n_p$ and $n_g$ at the carrier do not fix this number by themselves, because $\beta_2$ also depends on the curvature of the index. The largest difference between a numerical sideband amplitude and its Bessel value is $1.6\times10^{-4}$, relative to the input field amplitude.

## (h) What changes if the load is mismatched?

*Keep the source matched, but allow a resistive load with $\Gamma\ne0$. Derive the new response and evaluate it for a 25 Ω load.*

**Solution.** Define $k_m=\Omega n_m/c$ and $k_g=\Omega n_g/c$. The forward wave reaches the load with phase $k_mL$. The reflected wave at $z$ has travelled a further distance $L-z$, so its complex amplitude is $\Gamma V_1e^{ik_m(2L-z)}$. The matched source absorbs it when it returns.

The light path supplies the factor $e^{ik_g(L-z)}$, as in part (b). The reflected contribution to $\Phi/\kappa$ is

$$
\Gamma V_1e^{i(2k_m+k_g)L}\int_0^Le^{-i(k_m+k_g)z}dz
=\Gamma V_1L\,e^{i(3k_m+k_g)L/2}\operatorname{sinc}x_+,
$$

where $x_+=(k_m+k_g)L/2$. The midpoint phase $-(k_m+k_g)L/2$ has been added to the prefactor phase. The static voltage is $V_1(1+\Gamma)$, so the response relative to the static value with the same load is

$$
H_\Gamma(f)=\frac{
e^{i(k_m+k_g)L/2}\operatorname{sinc}x
+\Gamma e^{i(3k_m+k_g)L/2}\operatorname{sinc}x_+}
{1+\Gamma}.
$$

For 25 Ω, $\Gamma=(25-50)/(25+50)=-1/3$. At 40 GHz the formula and the discrete line both give $|H_\Gamma|=1.145$, compared with 0.757 for the matched load.

This rise is mainly a change of reference. The factor $1+\Gamma=2/3$ lowers the static voltage, and $0.7565/(2/3)=1.135$. The remaining difference comes from the reflected wave. Its contribution is small because it meets the light head-on: $x_+=1.2575(4.65/0.15)=38.98$, which limits $|\operatorname{sinc}x_+|$ to at most $1/38.98=0.026$. At low frequency $\operatorname{sinc}x_+$ approaches 1, and the reflection contributes fully. The single sinc, normalized to 1 at zero frequency, therefore requires the matched load even when the line itself is lossless.

The numerical output below gives the response at further frequencies and the remaining comparisons.

## Computed results

```
Electrode length: 20.0 mm
Microwave index: 2.40 (dimensionless)
Optical group index: 2.25 (dimensionless)
Optical phase index: 1.90 (dimensionless)
Line impedance: 50.0 ohm
Static half-wave voltage: 2.00 V
Optical wavelength: 1550 nm
Microwave transit time: 160.111 ps
Optical transit time: 150.104 ps
Walk-off time: 10.007 ps
Half-power angle x: 1.39156 rad
Half-power frequency, formula: 44.264 GHz
Half-power frequency, circuit: 44.263 GHz
First null frequency: 99.931 GHz
Circuit amplitude at first null: 1.05e-04 (relative)
At 10 GHz: x=0.3144 rad, |H| formula=0.98361, circuit=0.98361, level=-0.144 dB
At 20 GHz: x=0.6288 rad, |H| formula=0.93540, circuit=0.93540, level=-0.580 dB
At 40 GHz: x=1.2575 rad, |H| formula=0.75652, circuit=0.75651, level=-2.424 dB
At 60 GHz: x=1.8863 rad, |H| formula=0.50399, circuit=0.50396, level=-5.952 dB
At 80 GHz: x=2.5150 rad, |H| formula=0.23315, circuit=0.23308, level=-12.647 dB
At 120 GHz: x=3.7725 rad, |H| formula=0.15637, circuit=0.15647, level=-16.117 dB
Largest complex circuit error: 1.35e-04 (relative)
Equal-velocity |H| at 100 GHz: 1.00001 (relative)
|H| at 40 GHz with microwave index 2.10: 0.75652
|H| at 40 GHz with 25 ohm source: 0.75651
Load-mismatch resistance: 25.0 ohm
Load reflection coefficient: -0.33333 (dimensionless)
Mismatched-load |H| at 40 GHz, formula: 1.14495
Mismatched-load |H| at 40 GHz, circuit: 1.14494
Best length at 50 GHz, formula: 19.986 mm
Best length at 50 GHz, circuit: 19.985 mm
Input pulse standard deviation: 2.00 ps
Averaged pulse peak, formula: 0.49479 (relative)
Averaged pulse peak, simulation: 0.49476 (relative)
Largest pulse error: 6.52e-05 (relative)
Sideband-test drive amplitude: 1.00 V
Static phase amplitude in sideband test: 1.57080 rad
Phase amplitude at 40 GHz: 1.18833 rad
First sideband amplitude, numerical: 0.49537
First sideband amplitude, group index: 0.49528
First sideband amplitude, phase index: 0.16040
Largest sideband error: 1.57e-04 (relative)
Neglected dispersion phase at 40 GHz: 1.21e-03 rad
Mach-Zehnder drive amplitude: 0.10 V
Mach-Zehnder static phase amplitude: 0.15708 rad
Mach-Zehnder intensity ratio at 40 GHz: 0.75751
Effective half-wave voltage at 40 GHz: 2.6437 V
```
